\section*{Silicon electron piezoresistance from valley transfer: pi11 and pi12}

\section{A bar under tension}

A bar of lightly doped n-type silicon is cut along a cube axis and pulled along its length. Its resistivity for current along the pull falls, while its resistivity for current across the pull rises. The relative changes are far larger than the strain. Unstressed silicon conducts equally in all directions. Most of the effect comes from an anisotropy that symmetry hides until the crystal is stressed.

That anisotropy lies in the conduction band. Its minima form three pairs of valleys, one pair on each cube axis. An electron in a valley has a large mass $m_l$ along the valley's own axis and a smaller mass $m_t$ across it. With equal populations the three pairs together conduct isotropically. Stress along one axis shifts one pair in energy relative to the other two, and electrons move between them.

Let the stress $X$ act along $x=[100]$, with tension positive. The coefficients are defined to first order in $X$ by
\begin{equation}
\frac{\delta\rho_{xx}}{\rho_0}=\pi_{11}X,\qquad
\frac{\delta\rho_{yy}}{\rho_0}=\frac{\delta\rho_{zz}}{\rho_0}=\pi_{12}X .
\label{def}
\end{equation}
They describe resistivity. The resistance of a bar also changes because its length and cross-section change.

The model keeps the electron density $n$ and the valley masses fixed. The valleys are parabolic and share one chemical potential $\zeta$. Until stated otherwise, the electrons are nondegenerate and all valleys have the same constant relaxation time $\tau$.

\section{Valley splitting and valley mobility}

Both derivations need the energy splitting. The strain has $\varepsilon_{yy}=\varepsilon_{zz}$ and no shear. Hooke's law for the loaded direction and for a free side direction reads
\begin{align}
X&=c_{11}\varepsilon_{xx}+2c_{12}\varepsilon_{yy},\\
0&=c_{12}\varepsilon_{xx}+(c_{11}+c_{12})\varepsilon_{yy}.
\end{align}
Subtracting the second line from the first gives $X=(c_{11}-c_{12})(\varepsilon_{xx}-\varepsilon_{yy})$. In terms of the compliances, $\varepsilon_{xx}=S_{11}X$ and $\varepsilon_{yy}=S_{12}X$, so
\begin{equation}
S_{11}-S_{12}=\frac{1}{c_{11}-c_{12}} .
\end{equation}

The edge of the valley pair on axis $i$ moves by
\begin{equation}
\delta E_i=\Xi_d\,(\varepsilon_{xx}+\varepsilon_{yy}+\varepsilon_{zz})+\Xi_u\,\varepsilon_{ii}.
\label{edge}
\end{equation}
The first term is common to all valleys. At fixed $n$ it shifts $\zeta$ by the same amount and has no effect on the populations. What remains is the splitting
\begin{equation}
\Delta=\delta E_x-\delta E_y=\Xi_u(S_{11}-S_{12})X,
\qquad \theta=\frac{\Delta}{k_BT}.
\label{split}
\end{equation}
With $\Xi_u>0$ and $c_{11}>c_{12}$, tension raises the $x$ pair.

The conductivity of one pair follows from the Boltzmann equation. In an electric field $\mathcal{E}_a$ the force is $-e\mathcal{E}_a$, and the steady state obeys
\begin{equation}
-\frac{e\mathcal{E}_a}{\hbar}\frac{\partial f}{\partial k_a}=-\frac{\delta f}{\tau}
\quad\Longrightarrow\quad
\delta f=\frac{e\tau\mathcal{E}_a}{\hbar}\frac{\partial f}{\partial k_a},
\end{equation}
where $f$ is the equilibrium occupation. The current density is $-e\sum v_a\,\delta f$, with the sum taken over states per unit volume. Integration by parts, with $v_a=\hbar k_a/m_a$, gives
\begin{equation}
\sigma_{aa}=-\frac{e^2\tau}{\hbar}\sum v_a\frac{\partial f}{\partial k_a}
=\frac{e^2\tau}{\hbar}\sum f\,\frac{\partial v_a}{\partial k_a}
=\frac{e^2\tau n_i}{m_a},
\end{equation}
where $n_i$ is the density in the pair. Each pair therefore has mobility $\mu_l=e\tau/m_l$ along its axis and $\mu_t=e\tau/m_t$ across it. Their ratio is $K=\mu_t/\mu_l=m_l/m_t$.

Adding the three pairs gives
\begin{align}
\sigma_{xx}&=e\left[n_x\mu_l+(n_y+n_z)\mu_t\right],\label{sx}\\
\sigma_{yy}&=e\left[n_y\mu_l+(n_x+n_z)\mu_t\right].\label{sy}
\end{align}
The valley axes coincide with the cube axes, so the tensor has no off-diagonal elements and $\rho_{aa}=1/\sigma_{aa}$. Without stress each pair holds $n/3$, and
\begin{equation}
\sigma_0=\frac{en}{3}(\mu_l+2\mu_t).
\label{s0}
\end{equation}

\section{First derivation: counting the electrons}

For nondegenerate electrons the populations follow Boltzmann factors. Normalizing them to the fixed density gives
\begin{equation}
n_x=n\,\frac{e^{-\theta}}{2+e^{-\theta}},\qquad
n_y=n_z=\frac{n}{2+e^{-\theta}} .
\label{pop}
\end{equation}
For $|\theta|\ll1$, put $e^{-\theta}\simeq1-\theta$ and $1/(3-\theta)\simeq(1+\theta/3)/3$. Then
\begin{equation}
n_x\simeq\frac n3\left(1-\frac{2\theta}{3}\right),\qquad
n_y=n_z\simeq\frac n3\left(1+\frac{\theta}{3}\right).
\end{equation}
Hence $\delta n_x=-2n\theta/9$ and $\delta n_y=\delta n_z=n\theta/9$. The loss from one pair is shared equally by the other two.

In \eqref{sx}, number conservation lets us write $\delta n_y+\delta n_z=-\delta n_x$:
\begin{equation}
\delta\sigma_{xx}=e(\mu_l-\mu_t)\,\delta n_x
=\frac{2en\theta}{9}(\mu_t-\mu_l).
\end{equation}
Dividing by \eqref{s0}, and then dividing numerator and denominator by $\mu_l$, yields
\begin{equation}
\frac{\delta\sigma_{xx}}{\sigma_0}
=\frac{2\theta}{3}\,\frac{\mu_t-\mu_l}{\mu_l+2\mu_t}
=\frac{2\theta}{3}\,\frac{K-1}{2K+1}.
\end{equation}
To first order $\delta\rho_{xx}/\rho_0=-\delta\sigma_{xx}/\sigma_0$. Inserting $\theta$ from \eqref{split} gives
\begin{equation}
\boxed{\;\pi_{11}=-\frac23\,\frac{\Xi_u(S_{11}-S_{12})}{k_BT}\,\frac{K-1}{2K+1}\;}
\label{main}
\end{equation}

The transverse change follows in the same way from \eqref{sy}, now with $\delta n_x+\delta n_z=-\delta n_y$:
\begin{equation}
\delta\sigma_{yy}=e(\mu_l-\mu_t)\,\delta n_y=-\frac12\,\delta\sigma_{xx},
\end{equation}
because $\delta n_y=-\delta n_x/2$. Therefore
\begin{equation}
\boxed{\;\pi_{12}=-\tfrac12\,\pi_{11}\;}
\label{half}
\end{equation}

The sign of $\pi_{11}$ has a direct reading. Tension empties the $x$ valleys, which are heavy for current along $x$, into valleys that are light for that current. For current along $y$, the $x$ and $z$ valleys are both light. Tension empties the first and fills the second, but it also fills the heavy $y$ valleys, and the net effect is a loss. If $K=1$, transfer between valleys leaves the conductivity unchanged and both coefficients vanish.

\subsection*{Finite stress}

The populations \eqref{pop} also give the response beyond first order. With $b=e^{-\theta}$,
\begin{align}
\frac{\sigma_{xx}}{\sigma_0}-1
&=\frac{3(b+2K)}{(2+b)(1+2K)}-1\nonumber\\
&=\frac{3b+6K-(2+4K+b+2Kb)}{(2+b)(1+2K)}\nonumber\\
&=\frac{2(K-1)(1-b)}{(2+b)(2K+1)} .
\label{finite}
\end{align}
Strong tension means $b\to0$, and the change tends to $(K-1)/(2K+1)$. Strong compression means $b\to\infty$, and it tends to $-2(K-1)/(2K+1)$. The response saturates when transfer is complete.

The sum $\sigma_{xx}+\sigma_{yy}+\sigma_{zz}=en(\mu_l+2\mu_t)$ does not depend on the populations. Since $\sigma_{yy}=\sigma_{zz}$, the relation $\delta\sigma_{yy}=-\delta\sigma_{xx}/2$ holds at any stress within this model. The corresponding relation for resistivity holds only to first order, because $1/\sigma$ is not linear in $\sigma$.

\section{Second derivation: symmetry and one difference}

The second route obtains the ratio before any population is calculated. Apply stresses $X_x$, $X_y$ and $X_z$ along the three cube axes. In silicon the two cube axes perpendicular to $x$ are equivalent, so the linear response is
\begin{equation}
\frac{\delta\rho_{xx}}{\rho_0}=\pi_{11}X_x+\pi_{12}(X_y+X_z).
\end{equation}
Now make the three stresses equal to $X$. This hydrostatic stress gives equal diagonal strains, and by \eqref{edge} all valleys move together. At fixed $n$ and fixed masses, nothing that determines the conductivity has changed. The response must vanish:
\begin{equation}
0=(\pi_{11}+2\pi_{12})X
\quad\Longrightarrow\quad
\pi_{12}=-\tfrac12\pi_{11}.
\label{hydro}
\end{equation}

One further relation fixes the magnitude. Return to uniaxial stress and subtract \eqref{sy} from \eqref{sx}. The $n_z$ terms cancel, leaving
\begin{equation}
\sigma_{xx}-\sigma_{yy}=e(\mu_t-\mu_l)(n_y-n_x).
\end{equation}
The density in a pair is a function $n_v(\zeta-E_i)$, the same function for each pair. To first order,
\begin{equation}
n_y-n_x=n_v'\,(\delta E_x-\delta E_y)=n_v'\,\Delta .
\end{equation}
The shift of $\zeta$ cancels in this difference, so the chemical potential need not be found. With $\sigma_0=en_v(\mu_l+2\mu_t)$,
\begin{equation}
(\pi_{11}-\pi_{12})X=-\frac{\sigma_{xx}-\sigma_{yy}}{\sigma_0}
=-\frac{n_v'}{n_v}\,\Delta\,\frac{K-1}{2K+1}.
\end{equation}
By \eqref{hydro} the left side is $\tfrac32\pi_{11}X$. Hence
\begin{equation}
\pi_{11}=-\frac23\,\Xi_u(S_{11}-S_{12})\,\frac{n_v'}{n_v}\,\frac{K-1}{2K+1}.
\label{general}
\end{equation}
For nondegenerate electrons $n_v\propto e^{(\zeta-E_i)/k_BT}$, so $n_v'/n_v=1/(k_BT)$ and \eqref{main} is recovered.

\subsection*{Degenerate electrons}

Equation \eqref{general} also covers Fermi statistics with constant $\tau$. Let $\eta=(\zeta-E_i)/k_BT$ in the unstressed crystal. A parabolic valley has $n_v\propto F_{1/2}(\eta)$, where the normalized Fermi integrals satisfy $dF_{1/2}/d\eta=F_{-1/2}$. The nondegenerate coefficient is therefore multiplied by
\begin{equation}
\frac{k_BT\,n_v'}{n_v}=\frac{F_{-1/2}(\eta)}{F_{1/2}(\eta)} .
\end{equation}
For $\eta\gg1$, $F_{1/2}\propto\eta^{3/2}$ to leading order, and the factor becomes $3/(2\eta)$. The thermal energy in \eqref{main} is then replaced by two thirds of the Fermi energy measured from the valley edge. Heavy doping weakens the effect because a given splitting moves a smaller fraction of the electrons.

\section{Numbers of the size found in silicon}

Take the round values $m_l=0.9\,m_e$, $m_t=0.2\,m_e$, $\Xi_u=9.0$~eV, $c_{11}=165$~GPa, $c_{12}=65$~GPa and $T=300$~K. Then $K=4.5$ and $(K-1)/(2K+1)=3.5/10=0.35$. The compliance difference is $1/(100\ \mathrm{GPa})=1.0\times10^{-11}\ \mathrm{Pa^{-1}}$, and $k_BT=25.852$~meV. Equation \eqref{main} gives
\begin{align}
\pi_{11}&=-\frac23\cdot\frac{9.0\times1.0\times10^{-11}}{0.025852}\cdot0.35\ \mathrm{Pa^{-1}}\nonumber\\
&=-8.12\times10^{-10}\ \mathrm{Pa^{-1}}=-0.812\ \mathrm{GPa^{-1}},\\
\pi_{12}&=4.06\times10^{-10}\ \mathrm{Pa^{-1}}=0.406\ \mathrm{GPa^{-1}}.
\end{align}
Direct integration of the Boltzmann conductivity over $\mathbf{k}$, followed by numerical differentiation of the resistivity, agrees with both values, as the numerical output shows. The measured $\pi_{11}$ of lightly doped silicon at room temperature is roughly $-1\times10^{-9}\ \mathrm{Pa^{-1}}$. With round parameters, the comparison concerns sign and size.

At 100~MPa tension the splitting is 9.0~meV and $\theta=0.348$. The $x$ pair holds 26.1\% of the electrons, and each of the others holds 37.0\%. The conductivity changes by $+7.61\%$ along $x$ and $-3.80\%$ along $y$, in the ratio required at finite stress. The resistivity changes are $-7.07\%$ and $+3.95\%$, against linear estimates of $-8.12\%$ and $+4.06\%$. Their ratio is $-0.56$, so the departure from $-1/2$ is already visible.

Part of the longitudinal difference comes from the populations. Expanding \eqref{finite} to second order gives
\begin{equation}
\frac{1-b}{2+b}\simeq\frac{\theta-\theta^2/2}{3-\theta}
\simeq\frac\theta3\left(1-\frac\theta6\right),
\end{equation}
a reduction of about 6\% relative to the linear conductivity change. The rest comes from inverting the conductivity. At complete transfer $\sigma_{xx}/\sigma_0$ reaches 1.35 in tension and 0.30 in compression. These limits need $|\theta|\gg1$: at 1~GPa the values are still 1.33 in tension and 0.36 in compression. They also assume valley mobilities that do not change with stress, which fails when intervalley scattering is present.

The assumption of fixed $n$ can also be assessed. If the number of electrons is fixed instead, expansion of the crystal lowers their density and adds $(S_{11}+2S_{12})X$ to both relative resistivity changes. This term is $3.39\times10^{-12}\ \mathrm{Pa^{-1}}$, or 0.42\% of $|\pi_{11}|$ and 0.83\% of $|\pi_{12}|$. It moves the ratio of the coefficients from $-0.500$ to about $-0.506$.

\section{What each derivation assumes}

The first derivation assumes Boltzmann populations and valley mobilities that do not change with stress. In return it gives the response at finite stress, including saturation. Constant $\tau$ is more than it needs. Suppose $\tau$ depends on energy above the valley's own edge. For nondegenerate electrons, a shift of the edge multiplies every occupation in that valley by the same factor, so its mobility is unchanged. Scaling each $k_a$ by $\sqrt{m_a}$ makes the energy spherical, so the same average of $\tau$ enters $\mu_l$ and $\mu_t$. Their ratio remains $m_l/m_t$, and \eqref{main} is unaltered. This requires the same $\tau$ for motion along and across the valley axis. If scattering is anisotropic, as ionized-impurity scattering is, $K$ becomes $m_l\tau_t/(m_t\tau_l)$ and the magnitude changes; $\tau_l/\tau_t=1.5$ lowers $|\pi_{11}|$ by about 18\% for the masses used above.

The ratio argument of the second derivation assumes linearity, cubic symmetry and no response to hydrostatic stress. It uses neither Boltzmann statistics nor fixed valley mobilities. The magnitude \eqref{general} does require the mobilities to be fixed.

Intervalley scattering shows the difference. Its rate depends on the energies of the other valleys, since these set the density of final states. Consider absorption of a phonon of energy $\hbar\omega$ by an electron of total energy $E$ in valley pair $i$, with the model rate
\begin{equation}
\frac1{\tau_i}=\frac1{\tau_0}\left[1+w\sum_{j\ne i}\sqrt{\frac{E-E_j+\hbar\omega}{k_BT}}\,\right].
\end{equation}
At fixed energy above its own edge, an electron in the raised $x$ pair finds more final states in both other pairs. An electron in the $y$ pair finds fewer in the $x$ pair and the same number in the $z$ pair. To first order, the mobilities of the $x$ pair change by a fraction $-2A\theta$ and those of the $y$ and $z$ pairs by $+A\theta$, with $A>0$. The additional conductivity change along $x$ is
\begin{equation}
\frac{en}{3}\left(-2A\theta\mu_l+2A\theta\mu_t\right)
=2A\theta\,\frac{K-1}{2K+1}\,\sigma_0 ,
\end{equation}
which multiplies the nondegenerate $\pi_{11}$ by $1+3A$. Along $y$ the bracket is $A\theta(\mu_l-2\mu_t+\mu_t)=-A\theta(\mu_t-\mu_l)$, minus half of the bracket along $x$. The ratio survives to first order, as \eqref{hydro} requires. At finite stress it does not: the mobilities now differ between pairs, the sum of the three conductivities is no longer constant, and with the parameters below $\delta\sigma_{yy}/\delta\sigma_{xx}$ is $-0.43$ at 100~MPa tension.

For $\hbar\omega=2k_BT$ and $w=0.5$, numerical integration gives $\pi_{11}=-9.15\times10^{-10}\ \mathrm{Pa^{-1}}$, about 13\% larger in magnitude than without this scattering, and a ratio of $-0.5000$. These two parameters are chosen for illustration, and the rate leaves out phonon emission. Adding emission with its detailed-balance weight $w\,e^{\hbar\omega/k_BT}$ raises the increase to roughly 60\%. Neither figure is a prediction for silicon.

Degeneracy changes the magnitude in the other direction. At $n=10^{26}\ \mathrm{m^{-3}}$ and constant $\tau$, $\eta=2.44$ and the reduction factor is 0.469. The coefficient becomes $-3.81\times10^{-10}\ \mathrm{Pa^{-1}}$, again with the ratio unchanged. Constant $\tau$ is a poor description at such doping, and for degenerate electrons the energy dependence of $\tau$ matters. With $\tau\propto E^{s}$ the conductivity of a pair is proportional to $F_{s+1/2}(\eta)$ and the factor becomes $F_{s-1/2}/F_{s+1/2}$, which at this density is 0.365 for $s=-1/2$ and 0.70 for $s=3/2$. The ratio stays $-1/2$.

A measured ratio near $-1/2$ therefore shows that the response to hydrostatic stress is small. This is consistent with valley splitting, but the ratio alone does not establish that mechanism, constant mobilities or Boltzmann statistics. The ratio argument fails if hydrostatic stress itself changes the conductivity, for instance through the masses or the number of ionized donors. It also fails in a layer whose confinement already separates the valleys, because the three cube axes are then no longer equivalent.

\section*{Values computed for the example and the checks}
\begin{verbatim}
temperature: 300 K
thermal energy kB T: 25.852 meV
longitudinal mass: 0.9 m_e
transverse mass: 0.2 m_e
mass ratio K: 4.50
mass factor (K-1)/(2K+1): 0.3500
deformation potential Xi_u: 9.0 eV
stiffness c11: 165 GPa
stiffness c12: 65 GPa
S11 - S12: 1.0000e-11 1/Pa
relaxation time: 0.2 ps
electron density: 1.0e+21 1/m^3
longitudinal valley mobility: 0.0391 m^2/(V s)
transverse valley mobility: 0.1759 m^2/(V s)
mean mobility: 0.1303 m^2/(V s)
unstressed resistivity: 0.04791 ohm m
pi11, formula: -8.1232e-10 1/Pa
pi11, k-space integral: -8.1231e-10 1/Pa
pi12, formula: 4.0616e-10 1/Pa
pi12, k-space integral: 4.0615e-10 1/Pa
pi11 in other unit: -0.812 1/GPa
pi12 in other unit: 0.406 1/GPa
example stress: 100 MPa
valley splitting: 9.000 meV
splitting over kB T, theta: 0.3481
population fraction, x pair: 0.2609
population fraction, y pair: 0.3695
conductivity change along x: 7.605 %
conductivity change along y: -3.803 %
resistivity change x, linear: -8.123 %
resistivity change x, full: -7.068 %
resistivity change y, linear: 4.062 %
resistivity change y, full: 3.953 %
saturated sigma_xx/sigma0, tension: 1.350
saturated sigma_xx/sigma0, compression: 0.300
neglected volume term S11+2 S12: 3.390e-12 1/Pa
volume term over |pi11|: 0.42 %
volume term over |pi12|: 0.83 %
high electron density: 1.0e+26 1/m^3
reduced Fermi level eta at high density: 2.436
degeneracy factor F(-1/2)/F(1/2): 0.4688
pi11 at high density: -3.8084e-10 1/Pa
intervalley model, phonon energy: 2.0 kB T
intervalley model, rate weight: 0.5
pi11 with intervalley scattering: -9.148e-10 1/Pa
pi12/pi11 with intervalley scattering: -0.5000
\end{verbatim}
